\section*{Why counterions condense when line charges sit closer than the Bjerrum length}

\section*{Question}

A long, thin, charged polymer lies in water with its monovalent counterions. Thermal motion spreads the ions and the electric field pulls them back. Why does the outcome change when the spacing of the charges along the line falls below the Bjerrum length, and how many ions does the line then keep?

\section*{What one ion gains and what it loses}

Take the line to be straight and infinitely long, with one charge $-e$ per length $b$, smeared evenly. The counterions carry $+e$ and are points, except that they cannot come closer to the axis than $a$. Each line has a cylindrical cell of radius $R$, which is its share of the solution. The solvent is a uniform medium of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, and there is no added salt for the moment. ``Thin'' means $a\ll R$.

Gauss's law for a cylinder of radius $r$ and unit length gives $2\pi r\,\varepsilon E=e/b$ for the magnitude of the field. The field pulls the ion inward, so its energy $U$ rises with $r$:
\begin{equation}
\frac{dU}{dr}=eE=\frac{e^2}{2\pi\varepsilon b\,r}.
\end{equation}
The Bjerrum length is the distance at which two elementary charges interact with energy $kT$,
\begin{equation}
l_B=\frac{e^2}{4\pi\varepsilon kT},\qquad \xi=\frac{l_B}{b}.
\end{equation}
Then $e^2/(2\pi\varepsilon b\,kT)=2l_B/b=2\xi$. With the zero of energy at $r=R$,
\begin{equation}
\frac{U(r)}{kT}=2\xi\ln\frac rR .
\end{equation}

The Boltzmann integral of one ion, per unit length of line, is
\begin{equation}
Z=\int_a^R 2\pi r\,e^{-U/kT}\,dr=2\pi R^{2\xi}\int_a^R r^{1-2\xi}\,dr .
\label{eq:Z}
\end{equation}
Since $dr=r\,d(\ln r)$, the weight per unit of $\ln r$ is proportional to
\begin{equation}
r^2\,r^{-2\xi}=e^{(2-2\xi)\ln r}.
\end{equation}
The factor $r^2$ is the room available and $r^{-2\xi}$ is the attraction. In the exponent both are proportional to $\ln r$, so the comparison comes out the same at every distance, and the coefficients $2$ and $2\xi$ decide it. If $\xi<1$, room wins and the weight lies at the outer edge. If $\xi>1$, attraction wins and the weight lies at the line. A point charge or a charged plane has no such balance, because its potential is not logarithmic.

\section*{What the divergence says}

For $\xi\neq1$ the integral is
\begin{equation}
\int_a^R r^{1-2\xi}dr=\frac{R^{2-2\xi}-a^{2-2\xi}}{2-2\xi},
\end{equation}
and for $\xi=1$ it is $\ln(R/a)$. As $a\to0$ it stays finite for $\xi<1$, diverges as $\ln(1/a)$ at $\xi=1$, and diverges as $a^{-(2\xi-2)}$ for $\xi>1$.

A divergent $Z$ does not mean infinitely many ions. There is one ion, and $Z$ normalizes its probability. The probability of finding it within $r$ is
\begin{equation}
P(r)=\frac{r^{2-2\xi}-a^{2-2\xi}}{R^{2-2\xi}-a^{2-2\xi}}\quad(\xi\ne1),\qquad
P(r)=\frac{\ln(r/a)}{\ln(R/a)}\quad(\xi=1).
\label{eq:P}
\end{equation}
Two limits should be kept apart.

\emph{Thin line, $a\to0$ with $r$ and $R$ fixed.} For $\xi<1$, $P\to(r/R)^{2-2\xi}$, which is a spread-out ion. For $\xi\ge1$, $P\to1$ however small $r$ is: the ion collapses onto the line.

\emph{Infinite dilution, $R\to\infty$ with $r$ and $a$ fixed.} For $\xi\le1$, $P\to0$ and the ion escapes. For $\xi>1$,
\begin{equation}
P\to1-\left(\frac ar\right)^{2\xi-2},
\end{equation}
so the ion stays near the line however much solvent is offered.

At $\xi=1$ the two limits disagree. The ion is then spread evenly over $\ln r$, and this marginal case binds nothing in the dilute limit. Equation~\eqref{eq:P} gives these probabilities of lying within $2a$:
\begin{center}
\begin{tabular}{cccc}
$R/a$ & $\xi=0.5$ & $\xi=1$ & $\xi=2.859$\\
$10^2$ & $1.0\times10^{-2}$ & $0.151$ & $0.924$\\
$10^4$ & $1.0\times10^{-4}$ & $0.075$ & $0.924$\\
$10^8$ & $1.0\times10^{-8}$ & $0.038$ & $0.924$
\end{tabular}
\end{center}

The smearing of the line charge matters here. Near a bare point charge the energy is $-l_B kT/r$, and $\int r^2e^{l_B/r}dr$ diverges at small $r$ for any spacing. That divergence is removed by the finite size of ions and says nothing about condensation. The divergence used here belongs to the logarithmic potential, which holds at distances large compared with $b$, or closer if the charge really is smeared.

\section*{From one ion to many}

The line has as many counterions as charges, and they screen it. Let $n(r)$ be their mean density. In mean field each ion feels the average charge of the others. Define $q(r)$ as the net charge per length inside radius $r$, in units of $e/l_B$ and counted positive for the sign of the line:
\begin{equation}
q(r)=\xi-2\pi l_B\int_a^r n(r')\,r'\,dr'.
\label{eq:q}
\end{equation}
The bare line has $q(a)=\xi$, and the neutral cell has $q(R)=0$. The fraction of all counterions inside $r$ is $1-q(r)/\xi$.

For $\xi<1$ the ions can stay dispersed. Since $q\le\xi$, the others only weaken the pull on any one ion. Relative to the density at a chosen radius $r_1$, this raises the density outside $r_1$ and lowers it inside, so the fraction within $r_1$ is below the single-ion value.

For $\xi>1$ the dispersed state contradicts itself as $a\to0$. If the ions were dispersed, the fraction inside a small enough radius $r_0$ would be so small that $q>1+\delta$ for all $r<r_0$, with some $\delta>0$. The density there would rise inward at least as fast as $r^{-2(1+\delta)}$, and $\int n\,r\,dr$ would diverge, although the number of ions per length is finite. Some ions must therefore gather at the line.

The same reasoning shows where the gathering stops. Ions outside the layer feel $q$ in place of $\xi$, and their weight per unit of $\ln r$ goes as $r^{2-2q}$. While $q>1$ it favours small $r$ and more ions come in. If $q<1$ it favours large $r$ and ions leave. The balance is at $q=1$, so the held fraction should be $1-1/\xi$. The mean-field equations confirm this.

\section*{The held fraction derived}

Let $s=\ln(r/a)$, $L=\ln(R/a)$ and $g=2\pi l_B r^2 n$. Differentiating \eqref{eq:q} gives $dq/dr=-2\pi l_B n r$. Multiplying by $r=dr/ds$,
\begin{equation}
\frac{dq}{ds}=-g .
\label{eq:dq}
\end{equation}
With the enclosed charge $q$ in place of $\xi$, the energy obeys $d(U/kT)/ds=2q$. Boltzmann's law $n\propto e^{-U/kT}$ then gives $d\ln n/ds=-2q$, and the factor $r^2$ in $g$ adds $2$:
\begin{equation}
\frac{dg}{ds}=(2-2q)\,g .
\end{equation}
Dividing this by \eqref{eq:dq} removes $s$:
\begin{equation}
\frac{dg}{dq}=2(q-1)\quad\Longrightarrow\quad g=(q-1)^2+C .
\label{eq:first}
\end{equation}
The constant $C$ follows from the size of the cell. Since $ds=-dq/g$ and $q$ falls from $\xi$ to $0$,
\begin{equation}
L=\int_0^{\xi}\frac{dq}{(q-1)^2+C}.
\label{eq:L}
\end{equation}

\emph{Spacing below $l_B$, $\xi>1$.} On its way from $\xi$ to $0$, $q$ passes through $1$, where $g=C$. A density is positive, so $C=\gamma^2>0$, and \eqref{eq:L} becomes
\begin{equation}
\gamma L=\arctan\frac1\gamma+\arctan\frac{\xi-1}{\gamma}.
\label{eq:gamma}
\end{equation}
The right side is less than $\pi$, so $\gamma<\pi/L\to0$ as $L\to\infty$. The stretch of $s$ on which $|q-1|>\delta$ is shorter than $\int dq/(q-1)^2$ over the same values of $q$, which is at most $2/\delta$ however large $L$ is. All the rest of the growing range has $q$ within $\delta$ of $1$. From there the line appears to carry one charge per Bjerrum length, and the fraction $1-1/\xi$ is held.

In a finite cell the radius at which $q=1$ encloses that same fraction. Integrating \eqref{eq:dq} from $\xi$ down to $q$,
\begin{equation}
s(q)=\frac1\gamma\left[\arctan\frac{\xi-1}{\gamma}-\arctan\frac{q-1}{\gamma}\right],
\label{eq:s}
\end{equation}
so $q=1$ lies at $s=\gamma^{-1}\arctan[(\xi-1)/\gamma]$. By \eqref{eq:first}, $g$ has its minimum there, which makes it a natural boundary between near and far ions.

For $R\to\infty$ at fixed $r$, $\gamma\to0$ and $dq/ds=-(q-1)^2$. Hence $d[1/(q-1)]/ds=1$, and
\begin{equation}
q-1=\frac{1}{s+1/(\xi-1)} .
\label{eq:wide}
\end{equation}
Half of the condensed ions are enclosed when $q-1=(\xi-1)/2$, that is, at $s=1/(\xi-1)$ or $r=a\,e^{1/(\xi-1)}$. The layer is a diffuse cloud with a slow tail, and no chemical bond is involved. Near the threshold this radius grows without limit.

\emph{Spacing above $l_B$, $\xi<1$.} Now $q$ never reaches $1$, and $g$ is smallest at the line, where $q=\xi$. The integral \eqref{eq:L} can grow without limit only if $C\to-(1-\xi)^2$. The long stretch then has $q\approx\xi$, and the fraction within any fixed $r$ tends to zero. At $\xi=1$ the stretch lies at $q=1=\xi$, and the condensed fraction is again zero. It therefore rises continuously from zero as $b$ passes below $l_B$.

\section*{Salt and finite length}

With weak added salt of screening length $1/\kappa$, the linearly screened energy is $-2\xi K_0(\kappa r)\,kT$. For $\kappa r\ll1$, $K_0(\kappa r)=-\ln(\kappa r)+\text{const}$, so the integrand is again proportional to $r^{1-2\xi}$ and the threshold is unchanged. Salt limits the outer range, as $R$ did.

A rod of finite length $\ell$ attracts an ion at $r\gg\ell$ with energy of only about $-\xi\ell kT/r$, while the room keeps growing. At fixed $\ell$ and infinite dilution its ions do escape. The infinite-line formulas used here therefore need $\ell$ well above the outer radius, $R$ or $1/\kappa$. In larger cells the ions are released only gradually as the cell grows.

\section*{Numbers for a sulfonated polymer}

Sodium polystyrene sulfonate, used in ion exchangers and conducting-polymer films, has about one charge per $b=0.25$ nm when fully sulfonated. Take roughly $a=0.7$ nm and $\varepsilon_r=78.4$ at $298.15$ K, with $1$ mmol/L of charged units, or $6.02\times10^{-4}$ per nm$^3$. Then $l_B=0.715$ nm and
\begin{equation}
\xi=\frac{0.7149}{0.25}=2.86,\qquad 1-\frac1\xi=0.65 .
\end{equation}

One charge per cell length $b$ means $\pi R^2 b\,(6.02\times10^{-4}\ \text{nm}^{-3})=1$, so $R=46.0$ nm and $L=\ln 65.7=4.185$. For a single ion the well between $R$ and $a$ is $2\xi L=23.9\,kT=0.615$ eV deep, against a room term of $2L=8.4\,kT$.

With all ions present, \eqref{eq:gamma} gives $\gamma=0.559$. The radius that encloses the condensed 65\% is
\begin{equation}
r=a\exp\left[\frac{\arctan(1.859/0.559)}{0.559}\right]=6.9\ \text{nm},
\end{equation}
and by \eqref{eq:s} half of these ions lie within $1.09$ nm. In a very wide cell the half radius is $0.7\,e^{1/1.859}=1.20$ nm.

The effect of dilution shows in the fraction within $10a=7$ nm, found by solving the Gauss and Boltzmann equations numerically by shooting. At $L=4.18$, $20$ and $60$ it is $0.652$, $0.534$ and $0.528$, and \eqref{eq:wide} gives the limit $0.527$. It settles below $0.65$ because the tail of the layer reaches beyond $10a$. For a smeared line with $\xi=0.5$ (spacing $1.43$ nm) and the same $a$, the fraction is $0.099$ at $L=4.18$ and below $10^{-5}$ at $L=20$. With this wider spacing $L=4.18$ corresponds to $0.175$ mmol/L; at $1$ mmol/L the cell has $R=19.2$ nm and the fraction is $0.26$. In cells of such size the two lines differ in degree; the sharp distinction belongs to the limit.

\section*{How far the model can be trusted here}

Within the model, two idealizations cost little. Summing over discrete charges on the axis changes the energy along the line at $r=a$ by $1.6\times10^{-7}\,kT$. For a straight chain of $\ell=1000$ nm the mid-plane well is shallower by about $2\xi R^2/\ell^2=0.012\,kT$. Bending of the chain is left out. Real sulfonate groups, however, sit off the axis. With charges $0.5$ nm from it on alternating sides, the energy at $r=0.7$ nm varies by about $1.9\,kT$ from place to place, even if places closer than $0.4$ nm to a charge are excluded.

The region next to the chain is less secure. The contact value $g=(\xi-1)^2+\gamma^2=3.77$ gives $n=g/(2\pi l_Ba^2)=1.71$ nm$^{-3}$, or $2.8$ mol/L. Spread evenly at that density, hydrated ions of rough diameter $0.7$ nm would fill 31\% of the volume. The computed density in fact starts to fall with a decay length of $a/(2\xi)=0.12$ nm and is halved about $0.10$ nm from contact, a distance much less than the size of an ion, so treating the ions as points is a poor approximation there. The bare field at $a$, computed with the bulk permittivity, is $2\xi kT/(ea)=2.1$ MV/cm. A strong field lowers the permittivity of water. Booth's formula, in the form $n_0^2+(\varepsilon_r-n_0^2)(3/y)(\coth y-1/y)$ with $y=5\mu(n_0^2+2)E/(2kT)$, refractive index $n_0=1.33$ and dipole moment $\mu=1.85$ D, gives about $54$ in the bare field at $a$ and $69$ in the bare field at $2a$. The result is sensitive to the coefficient in $y$: with $\sqrt{73}/6$ in place of $5/2$ the values are $67$ and $75$. These figures keep the field at its bulk-permittivity value, whereas Gauss's law fixes the product $\varepsilon E$, so a lower permittivity raises the field. Holding that product fixed gives about $19$ at $a$ (field $8.6$ MV/cm) and $66$ at $2a$ for the first coefficient, and $62$ and $75$ for the second, so the size of the lowering at contact is very uncertain. At $2a$ the ions closer to the line also weaken the field, which makes the actual lowering there smaller. The ratio of $l_B$ to $a/\xi$, which measures correlations between ions, is $2.9$; mean field would need it to be small. An ion $0.4$ nm from a sulfonate group has a pair energy of $l_B/0.4\ \text{nm}=1.8\,kT$, which the smeared line does not resolve. The contact concentration and the half radius are therefore estimates.

Real materials can also depart from the assumed spacing and dilution. If only every second unit is sulfonated and the chain stays equally extended, the mean spacing doubles, $\xi=1.43$, and the condensed fraction in the model falls from $0.65$ to $0.30$. If the chain contracts, the spacing along its axis is smaller and the fraction larger: $0.44$ at $0.4$ nm. In a conducting-polymer blend, positive charges on the partner chain can neutralize part of the sulfonates, which lowers the net charge per length. In dense films and ion-exchange resins neighbouring chains are only nanometres apart, so $R/a$ is not large and the split into condensed and free ions is blurred. In the model with $R=2$ nm, the minimum of $g$ that separates them is still about two thirds of the value at the cell edge, against one quarter at $R=46$ nm. The figure of 65\% is for fully charged chains that are far apart compared with $a$ and nearly straight over lengths well above $R$. Such a solution is dilute in charged units but not in chains: at $1$ mmol/L a cube of side $\ell=1000$ nm holds about 150 of them.
